# Hydrogen in a magnetic field: the ground-state series and its growth from tunnelling at imaginary field

## Entry 1. First order, by hand

Take atomic units, a fixed nucleus, no spin, and a field $B\hat z$ in units of $\hbar/(ea_0^2)=2.350518\times10^5$ T. With $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, expanding $\tfrac12(\mathbf p+\mathbf A)^2$ gives $\tfrac12p^2+\tfrac12BL_z+\tfrac18B^2\rho^2$, where $\rho^2=x^2+y^2$. The ground state has $m=0$, so $L_z$ drops out:

$$H=-\tfrac12\nabla^2-\frac1r+\frac{\lambda u}{8},\qquad \lambda=B^2,\quad u=\rho^2,\qquad E\sim\sum_kE_k\lambda^k .$$

Averages $\langle\cdot\rangle$ over the density $e^{-2r}/\pi$ factorize, because $u=r^2\sin^2\vartheta$. The radial factor is $\langle r^n\rangle=4\int r^{n+2}e^{-2r}dr=(n+2)!/2^{n+1}$. The angular averages of $\sin^2\vartheta,\sin^4\vartheta,\sin^6\vartheta$ are $\tfrac12\int_{-1}^1(1-c^2)^b\,dc=\tfrac23,\tfrac8{15},\tfrac{16}{35}$. Hence $\langle u\rangle=\tfrac23\cdot3=2$ and $E_1=\langle u\rangle/8=\tfrac14$.

Higher orders need the wave function. Put $\psi=e^{-r}F$. Since $\nabla e^{-r}=-\hat r e^{-r}$ and $\nabla^2e^{-r}=(1-2/r)e^{-r}$,

$$\left(-\tfrac12\nabla^2-\tfrac1r+\tfrac12\right)e^{-r}F=e^{-r}LF,\qquad L=-\tfrac12\nabla^2+\hat r\cdot\nabla .$$

On a monomial use $\nabla^2r^a=a(a+1)r^{a-2}$, $\nabla^2u^b=4b^2u^{b-1}$ (the plane Laplacian of $\rho^{2b}$), and Euler's relation $\mathbf r\cdot\nabla u^b=2bu^b$, which gives the cross term $2\nabla r^a\cdot\nabla u^b=4ab\,r^{a-2}u^b$ and $\hat r\cdot\nabla\,r^au^b=(a+2b)r^{a-1}u^b$. Together,

$$L\,r^au^b=(a+2b)\,r^{a-1}u^b-\tfrac12a(a+1+4b)\,r^{a-2}u^b-2b^2\,r^au^{b-1}.\tag{1}$$

First order reads $LF_1=-u/8+E_1$. From (1): $L(ru)=3u-3u/r-2r$, $L(u)=2u/r-2$, $L(r^2)=2r-3$. For $F_1=c_{11}ru+c_{01}u+c_{20}r^2$ the coefficients of $u$, $u/r$, $r$ and $1$ give $3c_{11}=-\tfrac18$, $2c_{01}=3c_{11}$, $2c_{20}=2c_{11}$, $-2c_{01}-3c_{20}=E_1$. So

$$F_1=-\frac{ru}{24}-\frac{u}{16}-\frac{r^2}{24},\qquad E_1=\tfrac18+\tfrac18=\tfrac14,$$

in agreement with the average. No sum over states was needed.

## Entry 2. Second and third order from $F_1$

Let $V=u/8$, $K=H_0+\tfrac12$, $\psi_n=\pi^{-1/2}e^{-r}F_n$. The order-$n$ equation is $K\psi_n=-V\psi_{n-1}+\sum_{j=1}^nE_j\psi_{n-j}$. A multiple of $\psi_0$ may be added to $\psi_1$ because $K\psi_0=0$; choose $\psi_1\perp\psi_0$. Projecting on $\psi_0$ kills the left side, so $E_2=\langle\psi_0|V|\psi_1\rangle$ and $E_3=\langle\psi_0|V-E_1|\psi_2\rangle$. Since $(V-E_1)\psi_0=-K\psi_1$ and $K$ is symmetric, $E_3=-\langle\psi_1|K\psi_2\rangle=\langle\psi_1|V-E_1|\psi_1\rangle$.

The moments needed are $\langle r^2\rangle=3$, $\langle r^4\rangle=\tfrac{45}2$; $\langle r^au\rangle=2,5,15,\tfrac{105}2,210$ for $a=0,\dots,4$; $\langle r^au^2\rangle=12,42,168,756$ for $a=0,\dots,3$; $\langle r^au^3\rangle=144,648,3240$ for $a=0,1,2$. Then $\langle F_1\rangle=-\tfrac5{24}-\tfrac18-\tfrac18=-\tfrac{11}{24}$, and the orthogonal function is $F_1+\tfrac{11}{24}=p/48$ with $p=22-2r^2-3u-2ru$. Second order:

$$E_2=\frac{\langle up\rangle}{8\cdot48}=\frac{44-30-36-84}{384}=-\frac{53}{192}.$$

For third order, $E_3=\langle p^2(u-2)\rangle/(8\cdot48^2)$ with

$$p^2=484+4r^4+9u^2+4r^2u^2-88r^2-132u-88ru+12r^2u+8r^3u+12ru^2 .$$

Term by term, $\langle p^2\rangle=484+90+108+672-264-264-440+180+420+504=1490$ and $\langle p^2u\rangle=968+840+1296+12960-1320-1584-3696+2016+6048+7776=25304$. Therefore $E_3=(25304-2980)/18432=5581/4608$, and

$$E=-\frac12+\frac{B^2}{4}-\frac{53B^4}{192}+\frac{5581B^6}{4608}-\dots$$

## Entry 3. All orders

At order $n$, $LF_n=R_n=-uF_{n-1}/8+\sum_{j=1}^nE_jF_{n-j}$, with $F_0=1$ and now the normalization $F_n(0)=0$. Write $F_n=\sum c_{ab}r^au^b$ and call $a+2b$ the degree. The variables $r$ and $u$ are independent, so coefficients can be compared. By (1), the monomial $r^{a-1}u^b$ receives the first term from $c_{ab}$, the second from $c_{a+1,b}$ and the third from $c_{a-1,b+1}$:

$$(a+2b)\,c_{ab}=R_{a-1,b}+\tfrac12(a+1)(a+2+4b)\,c_{a+1,b}+2(b+1)^2c_{a-1,b+1},\tag{2}$$

where entries with a negative index vanish. Both $c$'s on the right have degree one higher, so (2) is solved downward. The source raises the degree by two and inverting $L$ by one, so $F_n$ is a polynomial of degree $3n$ with $b\le n$. Two cases close the system. For $a=b=0$, (2) reads $0=c_{10}$: no $1/r$ term may appear. For $a=1,b=0$, $R_{00}=E_n$ because $F_m(0)=0$ for $m\ge1$, so

$$E_n=-3c_{20}-2c_{01}.$$

Only rational operations occur, so every $E_n$ is rational. The recursion returns the three coefficients of Entry 2, then $E_4=-21577397/2211840=-9.755406$, $E_5=117.8630$, $E_6=-1959.273$. Matrix perturbation theory in a basis of Laguerre functions times $Y_{l0}$, which does not use (1), reproduces $E_1,\dots,E_6$ to a relative $2\times10^{-14}$. Run to $k=40$ at two precisions, the signs alternate at every order and $E_{40}=-1.8601\times10^{80}$.

## Entry 4. The coefficients as moments of a width

Alternation means that at $\lambda=-g^2$, that is $B=ig$, all terms $E_k\lambda^k$ are negative. There the potential $-1/r-g^2\rho^2/8$ falls without bound, and the level can only be a resonance.

For complex $\lambda$, inserting $e^{-c\rho^2}$ at large $\rho$ gives $-2c^2+\lambda/8=0$, so $\psi\sim e^{-\sqrt\lambda\rho^2/4}$, normalizable for $|\arg\lambda|<\pi$. Taking the expectation value of $H$ gives $\operatorname{Im}E=\operatorname{Im}\lambda\,\langle u\rangle_\psi/8$, positive in the upper half plane. Below the cut, $\sqrt\lambda=-ig$ and $\psi\sim e^{+ig\rho^2/4}$ is outgoing, with $E=E_r-i\Gamma/2$. As $E(\bar\lambda)=\overline{E(\lambda)}$, we have $\operatorname{Im}E(-g^2+i0)=+\Gamma(g)/2$.

Assume that $E(\lambda)$ is analytic and bounded in a cut disc $|\lambda|<R$, $|\arg\lambda|<\pi$, and that the series is asymptotic there. This is not proved here; it is tested in Entry 8. Apply Cauchy's formula on a counterclockwise contour: the arc $|t|=R$ from $\arg t=-\pi$ to $\pi$, inward along the upper edge of the cut, round the origin, outward along the lower edge. The small circle contributes nothing as its radius shrinks, since $E$ is bounded. The two edges give $\frac1{2\pi i}\int_{-R}^0[E(t+i0)-E(t-i0)]\,dt/(t-\lambda)$, so

$$E(\lambda)=\frac1\pi\int_{-R}^0\frac{\operatorname{Im}E(t+i0)}{t-\lambda}\,dt+\text{arc}.$$

Insert the identity $\frac1{t-\lambda}=\sum_{k<K}\frac{\lambda^k}{t^{k+1}}+\frac{\lambda^K}{t^K(t-\lambda)}$. The integrals converge at $t=0$ because $\Gamma$ will vanish faster than any power of $g$. The arc is analytic in the disc and adds at most $\max|E|\,R^{-k}$ to the coefficient of $\lambda^k$. With $t=-g^2$, $|dt|=2g\,dg$, $t^{-k-1}=(-1)^{k+1}g^{-2k-2}$:

$$E_k=(-1)^{k+1}\frac2\pi\int_0^{\sqrt R}\frac{\Gamma(g)}2\,g^{-2k-1}\,dg+O(R^{-k}).\tag{3}$$

The alternation follows from $\Gamma>0$ once the integral dominates. Large $k$ weights small $g$, where $\Gamma$ is a tunnelling rate.

## Entry 5. The wave function under the barrier

With $\lambda=-g^2$, $g\ll1$, put $\psi=Ae^{-S}$, so $\nabla^2\psi=e^{-S}[(\nabla S)^2A-2\nabla S\cdot\nabla A-A\nabla^2S+\nabla^2A]$. Dividing the Schrödinger equation by $\psi$:

$$-\tfrac12(\nabla S)^2+\nabla S\cdot\nabla\ln A+\tfrac12\nabla^2S-\frac{\nabla^2A}{2A}-\frac1r-\frac{g^2\rho^2}8=-\frac12-\frac{g^2}4+\dots$$

At distances of order $1/g$, $(\nabla S)^2$ and $g^2\rho^2$ are of order 1; $\nabla^2S$, $\nabla\ln A$ and $1/r$ are of order $g$; $\nabla^2A/A$ and the energy shift are of order $g^2$. Over a path of length $1/g$ the last group changes $\ln\psi$ by $O(g)$ and is dropped. What follows is matched asymptotics at leading order, not a rigorous estimate.

Order 1 gives $(\nabla S)^2=\kappa^2\equiv1-g^2\rho^2/4$. $S$ is the least value of $\int\kappa\,|d\mathbf l|$ over paths from the nucleus. As $\kappa$ depends on $\rho$ alone and $|d\mathbf l|\ge|d\rho|$, the cheapest way to reach a given $\rho$ is a ray in the plane $z=0$; all azimuths are equivalent. Expand $S=s(\rho)+\tfrac12a(\rho)z^2$. Then $(\nabla S)^2=s'^2+(s'a'+a^2)z^2+\dots$, so

$$s'=\kappa,\qquad \kappa a'+a^2=0\ \Rightarrow\ (1/a)'=1/\kappa .$$

Set $\sin\theta=g\rho/2$, so $\kappa=\cos\theta$ and $d\rho=(2/g)\cos\theta\,d\theta$. Then

$$s=\frac{\theta+\sin\theta\cos\theta}{g},\qquad \tau\equiv\int_0^\rho\frac{d\rho}{\kappa}=\frac{2\theta}g .$$

Near the atom $S\to r=\rho+z^2/2\rho+\dots$, so $1/a\to\rho$ and the integration constant vanishes: $a=1/\tau$. The barrier ends at $\rho_t=2/g$, $\theta=\pi/2$, where $s_t=\pi/2g$ and $\tau_t=\pi/g$. The Gaussian has width $z\sim\sqrt\tau\sim g^{-1/2}$; on that scale the $z^4/\rho^3$ term of $S$ and the $z^2/\rho^2$ variation of $A$ are $O(g)$.

Order $g$, at $z=0$ where $\nabla^2S=\kappa'+\kappa/\rho+1/\tau$:

$$(\ln A)'=\frac1{\rho\kappa}-\frac{\kappa'}{2\kappa}-\frac1{2\rho}-\frac1{2\tau\kappa}.$$

Each term integrates: $d\rho/(\rho\kappa)=d\theta/\sin\theta=d\ln\tan(\theta/2)$ and $d\rho/(\tau\kappa)=d\ln\tau$. Thus

$$A=\frac{N\tan(\theta/2)}{\sqrt{\rho\kappa\tau}} .$$

For small $\theta$, $\tan(\theta/2)\to g\rho/4$, $\tau\to\rho$, $\kappa\to1$, so $A\to Ng/4$. In the window $1\ll\rho\ll g^{-2/3}$ the Coulomb term is small and $s-\rho\approx-g^2\rho^3/24$ is negligible, so $\psi$ equals the unperturbed $\pi^{-1/2}e^{-r}$, whose norm is corrected only at $O(g^2)$. Hence $N=4/(g\sqrt\pi)$. Equivalently $N=\pi^{-1/2}\rho_t\exp\int_0^{\rho_t}(1/\rho\kappa-1/\rho)\,d\rho$, and the exponential is $\lim_{\theta\to0}\sin\theta/\tan(\theta/2)=2$. This 2 is what the Coulomb attraction gains because $\kappa<1$ under the barrier. Its logarithm builds up as $\ln2-\ln(1+\cos\theta)$, about half of it in the last tenth of the path.

**Limit of small $g\rho$.** These functions must reproduce the polynomials of Entry 3. With $t=\sin\theta$, $t^2=-\lambda\rho^2/4$, $\theta/t=1+t^2/6$, $\kappa=1-t^2/2$, $\tan(\theta/2)=t/(1+\kappa)$:

$$-s=-\frac\rho2\left(\frac\theta t+\kappa\right)=-\rho-\frac{\lambda\rho^3}{24},\qquad -\frac1{2\tau}=-\frac{t}{2\rho\theta}=-\frac1{2\rho}-\frac{\lambda\rho}{48},$$

$$\ln(\sqrt\pi A)=\ln\frac2{1+\kappa}-\frac12\ln\frac\theta t-\frac14\ln(1-t^2)=\left(\tfrac14-\tfrac1{12}+\tfrac14\right)t^2=-\frac{5\lambda\rho^2}{48}.$$

From Entry 1, $-ru/24=-\rho^3/24-\rho z^2/48+\dots$ and $c_{01}+c_{20}=-\tfrac1{16}-\tfrac1{24}=-\tfrac5{48}$. All three agree. The program makes the same comparison for the two highest degrees of $\ln F$ through order $\lambda^4$; at order $\lambda^2$ the coefficients are $1/640$, $17/11520$, $271/23040$.

## Entry 6. Through the turning point

For $E=E_r-i\Gamma/2$ and real potential, $\psi^*H\psi-\psi H\psi^*=-i\Gamma|\psi|^2$, and the left side is $-i\nabla\cdot\mathbf j$ with $\mathbf j=\operatorname{Im}\psi^*\nabla\psi$. Integrating over a cylinder just beyond $\rho_t$, which holds unit norm at leading order, $\Gamma$ equals the outward flux.

$A$ diverges at $\rho_t$, so a connection is needed. For $\rho\sim1/g$, $1/r=1/\rho$ up to $z^2/\rho^3\sim g^2$, and the problem separates. Write the Gaussian as

$$\tau^{-1/2}e^{-z^2/2\tau}=(2\pi)^{-1/2}\int dq\,e^{iqz}e^{-\tau q^2/2}.$$

Each $q$ obeys a one-dimensional equation for $\chi=\sqrt\rho\,\psi$ with $\kappa_q^2=\kappa^2+q^2$ (the transformation adds $-1/8\rho^2\sim g^2$ to the potential). Since $\int\kappa_q\,d\rho\approx s+q^2\tau/2$, the component is $N\tan(\theta/2)\,\kappa^{-1/2}e^{-\int\kappa_q}$. The action up to its own turning point is a quarter ellipse, $(1+q^2)\pi/2g=s_t+q^2\tau_t/2$ exactly. The factor $\tan(\theta/2)$ is the first-order change of the action due to $-1/\rho$; it tends to 1 at $\rho_t$, and the second-order change is $O(g)$.

Near the turning point $\kappa^2\approx g(\rho_t-\rho)$. With $\xi=g^{1/3}(\rho_t-\rho)$, $\chi_{\xi\xi}=\xi\chi$; the layer $g^{-1/3}$ is thin against $1/g$. Let $\zeta=\tfrac23|\xi|^{3/2}$. For $\xi\to-\infty$, $w=\mathrm{Bi}+i\mathrm{Ai}\to\pi^{-1/2}|\xi|^{-1/4}e^{i(\zeta+\pi/4)}$, whose phase grows with $\rho$: it is the outgoing solution. Its current follows from the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$: $\operatorname{Im}w^*\partial_\rho w=-g^{1/3}(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=g^{1/3}/\pi$. For $\xi\to+\infty$, $w\to\pi^{-1/2}\xi^{-1/4}e^{\zeta}$, and $\kappa=g^{1/3}\xi^{1/2}$ turns this into $\pi^{-1/2}g^{1/6}\kappa^{-1/2}\exp\int_\rho^{\rho_t}\kappa\,d\rho$. The squared amplitude is again $g^{1/3}/\pi$. So $C\kappa^{-1/2}e^{-s(\rho)}=Ce^{-s_t}\kappa^{-1/2}e^{s_t-s}$ carries the current $|C|^2e^{-2s_t}$. Evaluated from Airy functions at $\xi=40$, amplitude squared over current is 1.00083, the excess being the next asymptotic term $5/(36\zeta)$.

The flux is $2\pi\rho\int j_\rho\,dz=2\pi\int\operatorname{Im}\chi^*\partial_\rho\chi\,dz$. By Parseval's theorem the $z$ integral becomes $\int dq\,e^{-\tau_tq^2}=\sqrt{\pi/\tau_t}=\sqrt g$, so

$$\Gamma_0=2\pi\cdot\frac{16}{\pi g^2}\cdot\sqrt g\;e^{-\pi/g}=32\,g^{-3/2}e^{-\pi/g}.\tag{4}$$

The power $-\tfrac32$ is $-2$ from $N^2$ and $+\tfrac12$ from the spreading in $z$. As a consistency test, continue past $\rho_t$: $\theta=\pi/2+i\eta$, the outgoing branch since $\kappa=\cos\theta=-i\sinh\eta$ (the conjugate branch has the same moduli), makes $\tau$ complex with real part $\pi/g$ and $|\tan(\theta/2)|=1$. Then $\int|\tau^{-1/2}e^{-z^2/2\tau}|^2dz=|\tau|^{-1}\sqrt{\pi/\operatorname{Re}(1/\tau)}=\sqrt{\pi/\operatorname{Re}\tau}$ is constant, as conservation requires.

At $g=0.15$ the pieces, each by quadrature, are $\rho_t=13.333$ bohr, $s_t=10.471976$, $\tau_t=20.943951$, Coulomb factor $2.000000$, $N=13.33333\times2/\sqrt\pi=15.045056$, $z$ integral $0.387298$, $e^{-2s_t}=8.01969\times10^{-10}$, and

$$\Gamma_0=2\pi\times15.045056^2\times0.387298\times8.01969\times10^{-10}=4.41744\times10^{-7}\ \text{hartree}.$$

## Entry 7. Avron's formula

Put (4) into (3). Extending the upper limit to infinity changes the result by $O(R^{-k})$. With $x=\pi/g$, $|dg|=\pi\,dx/x^2$:

$$\int_0^\infty g^{-2k-5/2}e^{-\pi/g}dg=\pi^{-2k-3/2}\int_0^\infty x^{2k+1/2}e^{-x}dx=\frac{\Gamma(2k+\frac32)}{\pi^{2k+3/2}},$$

where $\Gamma(\cdot)$ with this argument is Euler's function. The prefactor is $\frac2\pi\cdot16\cdot\pi^{-3/2}=32\pi^{-5/2}=(4/\pi)^{5/2}=1.829259$, so

$$E_k=(-1)^{k+1}\left(\frac4\pi\right)^{5/2}\frac{\Gamma(2k+\frac32)}{\pi^{2k}}\left[1+O(1/k)\right].\tag{5}$$

The $\pi^{-2k}$ comes from the action $2s_t=\pi/g$, the doubling $2k$ from $\lambda=-g^2$, the $\tfrac32$ from the power of $g$. The factorial outgrows $R^{-k}$ for any $R$, so a small cut disc suffices, and the series diverges for every $B\neq0$.

Let the width be $\Gamma_0(1+c_1g+c_2g^2+\dots)$. A term $\ln g$ would have to come with $\ln\rho$ in the matching window, and the $F_n$ are polynomials; this is a heuristic reason for pure powers, not a proof. A term $g^j$ lowers the power of $x$ by $j$ and supplies $\pi^j$, so the bracket in (5) is

$$1+\frac{c_1\pi}{2k+\frac12}+\frac{c_2\pi^2}{(2k+\frac12)(2k-\frac12)}+\dots=1-\frac{\mathcal A}k+\dots,\qquad \mathcal A=-\frac{\pi c_1}2 .$$

## Entry 8. Tests of the law

The ratio of the exact $E_k$ to the leading form of (5):

| $k$ | 1 | 2 | 4 | 10 | 20 | 40 |
|---|---|---|---|---|---|---|
| ratio | 0.406 | 0.281 | 0.424 | 0.746 | 0.872 | 0.935 |

The approach to 1 is slow, and it is not monotonic at the lowest orders, where the $1/k$ expansion has no claim. Fitting orders 30 to 40 to the bracket with eleven free constants, the leading one included, gives $c_0=0.999999994$, tested against 1 within $10^{-5}$. A separate extrapolation of $-\pi^2E_{k+1}/E_k=(2k+b)(2k+b+1)$ in powers of $1/k$ gives $b=1.5000016$, tested against $\tfrac32$ within $10^{-4}$. The fit yields $c_1=-1.667$, stable to $10^{-3}$ between two fit lengths, and $\mathcal A=2.618$. These are numerical values; no closed form is derived here. At $k=40$, $1-2.618/40=0.9345$ against the ratio 0.9353.

The width itself can be computed without any series. Rotating $r\to re^{i\alpha}$, $\alpha=0.5$, makes $e^{ig\rho^2/4}$ decay, and the resonance becomes an eigenvalue of a complex symmetric matrix in the basis of Entry 3. At $g=0.15$ it is unchanged to a relative $10^{-4}$ for $\alpha=0.4$.

| $g$ | $\Gamma$ (hartree) | $\Gamma/\Gamma_0$ | $1+\sum_{j\le6}c_jg^j$ |
|---|---|---|---|
| 0.12 | $2.6355\times10^{-9}$ | 0.8022 | 0.8020 |
| 0.15 | $3.3244\times10^{-7}$ | 0.7526 | 0.7517 |
| 0.18 | $7.7385\times10^{-6}$ | 0.7019 | 0.6993 |
| 0.21 | $6.8744\times10^{-5}$ | 0.6493 | 0.6428 |

The last column uses only the real-field coefficients $E_k$. The first two rows are tested to a relative $5\times10^{-3}$. The gap grows to about 1% of $\Gamma$ at $g=0.21$. The fitted $c_4$ to $c_6$ are much less certain than $c_1$, so the last column is not stable to the digits shown. With nine free constants instead of eleven, $c_5$ moves from 4.3 to 1.4 and $c_6$ from $-137$ to $-61$, and the entries at $g=0.15$, 0.18, 0.21 become 0.7523, 0.7014, 0.6483. Most of the gap thus lies within the uncertainty of the fit; higher powers of $g$ are also omitted. A cubic through the four computed ratios extrapolates to 1.010 at $g=0$, tested against 1 within 0.05, which checks the factor 32 independently of the series. The leading law alone overestimates $\Gamma$ at these fields, since $c_1g$ is not small.

Equation (3) is tested by inserting the computed $\Gamma(g)$ for $0.1<g<1$. It gives $E_5=117.85$ against 117.86 and $E_6=-1958.9$ against $-1959.3$, within the tested relative $2\times10^{-3}$. The shortfall in magnitude has the sign expected from leaving out positive parts of the integral. This supports the analyticity assumption and the sign in (3), without proving the former.

## Entry 9. What the series is worth at real field

By (5) successive terms have the ratio $(2k+\tfrac32)(2k+\tfrac52)B^2/\pi^2\approx[(2k+2)B/\pi]^2$ in magnitude. It passes 1 at $k\approx\pi/2B-1$, and the smallest term lies near the next integer. Since (5) is only the leading law, it can fall one order away.

The error of a truncation follows from Entry 4. For $\lambda=B^2>0$ the remainder kernel $\lambda^K/[t^K(t-\lambda)]$ equals the kernel $\lambda^K/t^{K+1}$ of the first omitted term times $t/(t-\lambda)=g^2/(g^2+B^2)$, which lies between 0 and 1. As $\Gamma>0$, the cut part of the remainder has the sign of the first omitted term and is smaller. For large $K$ the integrand $x^{2K+1/2}e^{-x}$ peaks at $g\approx\pi/2K$, which is $g\approx B$ at the smallest term, so the remainder there is about half that term. This holds when the arc part is negligible.

At $B=0.1$, or $2.35052\times10^4$ T, the sum to $B^6$ is

$$-0.5+2.500000\times10^{-3}-2.760417\times10^{-5}+1.211155\times10^{-6}=-0.49752639301\ \text{hartree}.$$

Diagonalization gives $-0.49752648040$ hartree, a diamagnetic shift of 0.0673 eV. The sum lies $8.74\times10^{-8}$ hartree too high, less than the omitted $|E_4|B^8=9.76\times10^{-8}$ and on the side its sign implies. With $\pi/2B=15.71$ the smallest term is expected near $k=15$ and found there, $+2.72\times10^{-12}$ hartree. The sum to $k=14$ misses the eigenvalue by $-1.4\times10^{-12}$ hartree, about half of it. The term $k=40$ has grown to $-1.86$ hartree.

At $B=0.2$, or $4.70104\times10^4$ T, the terms $1.000000\times10^{-2}$, $-4.416667\times10^{-4}$, $7.751389\times10^{-5}$ give $-0.49036415$ hartree against $-0.49038157$ from diagonalization, an error of $1.74\times10^{-5}$ hartree; the shift is 0.2617 eV. With $\pi/2B=7.85$ the smallest term is $k=7$, $+7.00\times10^{-6}$ hartree, and the sum to $k=6$ errs by $-3.5\times10^{-6}$ hartree. At both fields the program tests that the error of the sum stopped just before the smallest term is below that term (with a margin of $2\times10^{-13}$ hartree for rounding) and that the index lies within 1.5 of $\pi/2B$. Doubling the field has cost six decades in attainable accuracy, and for $B$ of order 1 the estimate $\pi/2B-1$ leaves hardly any decreasing terms, so plain truncation fails.

The many digits test the Hamiltonian of Entry 1, not real hydrogen: finite nuclear mass alters the total energies by roughly one part in 1800 and the diamagnetic shift by about three parts in 1800; spin adds $\pm B/2$, which at $B=0.1$ is 0.05 hartree, twenty times the diamagnetic shift; and the relativistic correction, $-\alpha_{\rm fs}^2/8\approx-7\times10^{-6}$ hartree at zero field ($\alpha_{\rm fs}$ the fine-structure constant), already exceeds the $B^6$ term at $B=0.1$. The program behind all values, and its output, follow below.

## Computed results

```
c11, c01, c20 of F_1 = -1/24 -1/16 -1/24
E_0 = -1/2 = -0.5 hartree
E_1 = 1/4 = 0.25 hartree
E_2 = -53/192 = -0.2760416667 hartree
E_3 = 5581/4608 = 1.211154514 hartree
E_4 = -21577397/2211840 = -9.755405906 hartree
E_5 = 31283298283/265420800 = 117.8630246 hartree
E_6 = -13867513160861/7077888000 = -1959.272761 hartree
matrix perturbation theory, E_1..E_6: max rel. deviation = 2e-14
ln F order 1: coefficients from -s, -1/(2tau), ln A = [-1/24, -1/48, -5/48]
ln F order 2: coefficients from -s, -1/(2tau), ln A = [1/640, 17/11520, 271/23040]
Airy: amplitude^2/current = 1.00083
g = 0.15: rho_t = 13.33333 bohr, s_t = 10.471976, tau_t = 20.943951 a.u.
g = 0.15: Coulomb factor = 2.000000, N = 15.045056, z integral = 0.387298
g = 0.15: exp(-2 s_t) = 8.01969e-10, Gamma_0 = 4.41744e-07 hartree
(4/pi)^(5/2) = 1.829259
k = 1: E_k = 0.25, Avron = 0.6159589, ratio = 0.405871
k = 2: E_k = -0.2760417, Avron = -0.9829526, ratio = 0.280829
k = 3: E_k = 1.211155, Avron = 3.560483, ratio = 0.340166
k = 4: E_k = -9.755406, Avron = -22.99796, ratio = 0.424186
k = 6: E_k = -1959.273, Avron = -3385.405, ratio = 0.578741
k = 10: E_k = -1.725156e+9, Avron = -2.311678e+9, ratio = 0.746279
k = 20: E_k = -1.080081e+29, Avron = -1.238778e+29, ratio = 0.871892
k = 30: E_k = -1.607672e+53, Avron = -1.758866e+53, ratio = 0.914039
k = 40: E_k = -1.8601e+80, Avron = -1.988774e+80, ratio = 0.9353
free fits: c0 = 0.999999994, power b in Gamma(2k+b) = 1.5000016
c1, c2, c3 = -1.66686 0.25492 -0.6391 ; A = 2.6183
g = 0.12: Re E = -0.503661377, Gamma = 2.6355e-09, Gamma_0 = 3.2853e-09 hartree
   Gamma/Gamma_0 = 0.8022, 1 + c1 g + ... + c6 g^6 = 0.8020
g = 0.15: Re E = -0.505782247, Gamma = 3.3244e-07, Gamma_0 = 4.4174e-07 hartree
   Gamma/Gamma_0 = 0.7526, 1 + c1 g + ... + c6 g^6 = 0.7517
g = 0.18: Re E = -0.508450270, Gamma = 7.7385e-06, Gamma_0 = 1.1025e-05 hartree
   Gamma/Gamma_0 = 0.7019, 1 + c1 g + ... + c6 g^6 = 0.6993
g = 0.21: Re E = -0.511736767, Gamma = 6.8744e-05, Gamma_0 = 1.0587e-04 hartree
   Gamma/Gamma_0 = 0.6493, 1 + c1 g + ... + c6 g^6 = 0.6428
Gamma/Gamma_0 extrapolated to g = 0: 1.010
dispersion integral E_5 = 117.85, recursion = 117.86 hartree
dispersion integral E_6 = -1958.9, recursion = -1959.3 hartree
field unit = 2.350518e+05 T, hartree = 27.211386 eV
B = 0.1 = 2.35052e+04 T: diagonalization E = -0.497526480401 hartree
   shift = 0.067308 eV; terms k=1,2,3: 2.500000e-03 -2.760417e-05 1.211155e-06
   sum to B^6 = -0.497526393012, error = 8.74e-08 hartree
   smallest term k = 15 (pi/2B = 15.71): 2.72e-12 hartree
   sum to k = 14: -0.497526480402, error = -1.4e-12; term k = 40: -1.86e+00
B = 0.2 = 4.70104e+04 T: diagonalization E = -0.490381565035 hartree
   shift = 0.261731 eV; terms k=1,2,3: 1.000000e-02 -4.416667e-04 7.751389e-05
   sum to B^6 = -0.490364152778, error = 1.74e-05 hartree
   smallest term k = 7 (pi/2B = 7.85): 7.00e-06 hartree
   sum to k = 6: -0.490385082624, error = -3.5e-06; term k = 40: -2.25e+24
```
